# Equally spaced exciton levels in a smooth strain-induced dot

A small stressor on the surface of a semiconductor film strains the layers beneath it. If one of them is a quantum well, the strain shifts its band edges by amounts that vary along the plane, and if the strain under the stressor narrows the gap, an exciton in the well has a lower energy there than elsewhere. It can then be confined laterally although the well has no edge there. Take the strain field, and with it the potential, to vary smoothly over tens of nanometres. What levels does such a dot have, and which feature of the potential sets their spacing?

Let the well freeze the motion normal to the plane, and let the electron and hole have isotropic in-plane masses $m_e$ and $m_h$. The strain gives the electron a potential energy $U_e(r)$ and the hole a potential energy $U_h(r)$, both counted as energies of the particle concerned and both including all local band-edge shifts. Their sum $U(r)=U_e(r)+U_h(r)$ is the local shift of the exciton energy, measured from the unstrained well. Spin and exchange are left out.

With $m=m_e+m_h$, introduce the centre of mass $\mathbf R=(m_e\mathbf r_e+m_h\mathbf r_h)/m$ and the relative vector $\boldsymbol\rho=\mathbf r_e-\mathbf r_h$. Then

$$\mathbf r_e=\mathbf R+s_e\boldsymbol\rho,\qquad \mathbf r_h=\mathbf R-s_h\boldsymbol\rho,\qquad s_e=\frac{m_h}{m},\quad s_h=\frac{m_e}{m}.$$

The chain rule gives $\nabla_e=(m_e/m)\nabla_R+\nabla_\rho$ and $\nabla_h=(m_h/m)\nabla_R-\nabla_\rho$. In the kinetic energy the cross terms are $+2/m$ and $-2/m$ times $\nabla_R\cdot\nabla_\rho$, and they cancel:

$$\frac{\nabla_e^2}{m_e}+\frac{\nabla_h^2}{m_h}=\frac{m_e+m_h}{m^2}\nabla_R^2+\left(\frac1{m_e}+\frac1{m_h}\right)\nabla_\rho^2=\frac{\nabla_R^2}{m}+\frac{\nabla_\rho^2}{\mu},$$

where $\mu=m_em_h/m$. The Coulomb attraction depends on $\boldsymbol\rho$ alone. Near the centre the two potentials have curvatures $k_e$ and $k_h$, so apart from a constant

$$\tfrac12k_e|\mathbf R+s_e\boldsymbol\rho|^2+\tfrac12k_h|\mathbf R-s_h\boldsymbol\rho|^2=\tfrac12(k_e+k_h)R^2+\kappa\,\mathbf R\cdot\boldsymbol\rho+\tfrac12(k_es_e^2+k_hs_h^2)\rho^2,$$

with $\kappa=k_es_e-k_hs_h$. The last term belongs to the internal motion and shifts all the levels considered here together. The middle term averages to zero in the round internal ground state. If internal excitations cost much more than the spacing sought, the internal state is frozen to leading order. If the exciton is also small compared with the distance over which the potentials change their curvature, its size can be neglected beyond the quadratic terms as well, and what remains is one particle of the total mass $m$ in the potential $U$:

$$H=-\frac{\hbar^2}{2m}\nabla_R^2+U(R).$$

The reduced mass $\mu$ governs the internal motion and does not enter the lateral levels at this order.

From here $r=|\mathbf R|$, with components $x$ and $y$. Suppose that $U$ is a smooth function on the plane, with its minimum at $r=0$ and $U''(0)>0$. Along the $x$ axis radial symmetry makes $U$ an even function of $x$, and a smooth even function has no odd derivatives at the origin. Therefore

$$U(r)=U(0)+\tfrac12U''r^2+\tfrac1{24}U''''r^4+\dots,$$

where the derivatives are radial ones at the centre. There is no cubic term. Since $r^2=x^2+y^2$, the curvature is $U''$ along $x$ and also along $y$. The Laplacian at the centre is $2U''$, and using it in place of $U''$ would make the spacing too large by $\sqrt2$.

Keep the quadratic term and define

$$\omega=\sqrt{\frac{U''}{m}},\qquad l=\sqrt{\frac{\hbar}{m\omega}}.$$

Then $\hbar^2/(2m)=\hbar\omega l^2/2$ and $U''/2=\hbar\omega/(2l^2)$, so that $H=U(0)+H_x+H_y$ with

$$H_x=\frac{\hbar\omega}{2}\left(\frac{x^2}{l^2}-l^2\frac{\partial^2}{\partial x^2}\right),$$

and likewise for $y$. Let

$$a_x=\frac1{\sqrt2}\left(\frac xl+l\frac{\partial}{\partial x}\right),\qquad a_x^\dagger=\frac1{\sqrt2}\left(\frac xl-l\frac{\partial}{\partial x}\right).$$

Because $[\partial/\partial x,x]=1$, these obey $[a_x,a_x^\dagger]=1$. Multiplying them out gives

$$a_x^\dagger a_x=\frac12\left(\frac{x^2}{l^2}-l^2\frac{\partial^2}{\partial x^2}-1\right),\qquad H_x=\hbar\omega\left(a_x^\dagger a_x+\tfrac12\right).$$

If $\phi$ is a normalized eigenstate of $a_x^\dagger a_x$ with eigenvalue $\nu$, the commutator shows that $a_x\phi$ has eigenvalue $\nu-1$, while its squared norm is $\nu$. A squared norm cannot be negative, so repeated lowering must end at a state with $a_x\phi_0=0$, which requires $\nu$ to be a non-negative integer. The equation $a_x\phi_0=0$ has the single solution $\phi_0\propto e^{-x^2/2l^2}$, and raising it with $a_x^\dagger$ yields one state for each integer $n_x$. The same holds for $y$. With $n=n_x+n_y$,

$$E_n=U(0)+\hbar\omega(n+1),\qquad E_{n+1}-E_n=\hbar\sqrt{\frac{U''}{m}}.$$

The integer $n_x$ can be $0,1,\dots,n$, so level $n$ contains $n+1$ orbital states. For a parabola this is the whole spectrum. For another smooth well it is the leading approximation to the low levels.

The first correction comes from the quartic term, and it needs the angular momentum of the states. Define $a_\pm=(a_x\mp ia_y)/\sqrt2$, which are again two independent lowering operators, with number eigenvalues $n_\pm$. Then $n=n_++n_-$, and the angular momentum is $\hbar L$ with $L=n_+-n_-$. Level $n$ thus contains $L=-n,-n+2,\dots,n$, each once. From $x=l(a_x+a_x^\dagger)/\sqrt2$, the same relation for $y$, and $a_+a_-=(a_x^2+a_y^2)/2$,

$$\frac{r^2}{l^2}=N+1+a_+a_-+a_+^\dagger a_-^\dagger ,$$

where $N$ has eigenvalue $n$. In the square of this expression, three products return a state to itself:

$$\frac{\langle r^4\rangle}{l^4}=(n+1)^2+(n_++1)(n_-+1)+n_+n_-=(n+1)^2+n+1+2n_+n_-.$$

Since $4n_+n_-=n^2-L^2$, this becomes

$$\langle r^4\rangle=\frac{l^4}{2}\left[3(n+1)^2+1-L^2\right].$$

The perturbation $r^4$ conserves $L$, and no two states of one level share the same $L$, so the first-order shifts are these diagonal averages. With $l^4=\hbar^2/(mU'')$,

$$\Delta E_{n,L}=\frac{\hbar^2U''''}{48\,mU''}\left[3(n+1)^2+1-L^2\right].$$

To this order a negative $U''''$, as in a well that flattens outwards, lowers all levels and reduces the spacing of the low ones. It also splits the levels with $n\ge2$, because they contain different values of $|L|$.

To see when the correction is small, write $U=V_0f(r/w)$ with a fixed shape $f$, depth scale $V_0$ and width $w$. In units of $V_0$ and $w$ the Hamiltonian is $-\tfrac12\eta^2\nabla^2+f$, with

$$\eta=\frac{\hbar}{w\sqrt{mV_0}}.$$

The spacing is $\eta\sqrt{f''}\,V_0$ and the quartic shift is of order $\eta^2V_0$. The next terms in perturbation theory are the sextic potential in first order and the quartic one in second order. As $l^2/w^2$ is of order $\eta$, the former is of order $\eta^3$, and the latter is of order $(\eta^2)^2/\eta=\eta^3$. At fixed $n$ the levels therefore become equally spaced, relative to their spacing, as $\eta$ goes to zero. At fixed $\eta$ the approximation worsens with increasing $n$, since the bracket grows as $n^2$.

The position of the minimum matters as much as its curvature. Let the minimum lie on a ring of radius $r_0$. Writing the wave function as $u(r)e^{iL\theta}/\sqrt r$ removes the first derivative from the radial equation:

$$-\frac{\hbar^2}{2m}u''+\left[U(r)+\frac{\hbar^2(L^2-\frac14)}{2mr^2}\right]u=Eu.$$

For a radial oscillation narrow compared with $r_0$, one may expand $U$ about $r_0$ and set $r=r_0$ in the centrifugal term, which gives

$$E\approx U(r_0)+\hbar\omega\left(\nu+\tfrac12\right)+\frac{\hbar^2(L^2-\frac14)}{2mr_0^2},\qquad \nu=0,1,2,\dots$$

with $\omega=\sqrt{U''(r_0)/m}$. Anharmonic shifts of the same order as the term with $-\frac14$ are left out here; to leading order they move the rotational levels of one step together. The radial step is the same expression as before, but each step carries a set of close rotational levels, and the degeneracy $n+1$ is lost. For $U=V_0[(r/r_0)^2-1]^2$ with $\hbar/(r_0\sqrt{mV_0})=0.02$, numerical diagonalization gives a radial gap of 0.989 times $\hbar\omega$. The gap from $L=0$ to $L=1$ is 1.022 times $\hbar^2/(2mr_0^2)$, or 0.00365 of the radial gap. The two-dimensional ladder thus requires a minimum at the centre. It also requires $U''>0$: if the curvature vanishes there, the formula gives zero spacing and higher terms must set the levels.

For a numerical case take a dot in a CdTe quantum well, with

$$U(r)=-V_0e^{-r^2/w^2},\qquad V_0=15\ \text{meV},\quad w=40\ \text{nm}.$$

The masses are 0.10 and 0.20 free electron masses for electron and hole, so $m$ is 0.30 and $\hbar^2/m=254.0\ \text{meV nm}^2$. Expanding the exponential gives $U=-V_0+V_0r^2/w^2-V_0r^4/(2w^4)+\dots$, hence

$$U''=\frac{2V_0}{w^2}=\frac{30}{1600}=0.01875\ \text{meV/nm}^2,\qquad U''''=-\frac{12V_0}{w^4}.$$

The spacing is

$$\hbar\omega=\sqrt{254.0\times0.01875}\ \text{meV}=2.18\ \text{meV},$$

which corresponds to 0.528 THz. The oscillator length is $l=10.8$ nm, about a quarter of $w$, and $\eta=0.103$.

The factor in front of the quartic bracket is $-\hbar^2/(8mw^2)=-0.01984$ meV. The bracket is 4 for the ground state and 12 for the first excited pair, so the first spacing changes by $8\times(-0.01984)=-0.159$ meV and becomes 2.02 meV. Diagonalization in the full Gaussian also gives 2.02 meV, 7.5% below the parabolic value. For this shape the quartic formula gives the fractional change as $-\hbar^2/(mw^2\hbar\omega)=-(l/w)^2$, and this equals $-\eta/\sqrt2$. At fixed depth, halving $w$ would double the parabolic spacing and also double this fractional error.

In the level $n=2$ the bracket is 28 for $L=0$ and 24 for $|L|=2$. The formula thus puts the $L=0$ state lower by 0.079 meV, and the full Gaussian gives 0.082 meV. The ladder is also finite. The parabola would place 21 states below zero energy, those with $n\le5$, whereas the Gaussian has 48 bound orbital states in a disc of radius 300 nm. The larger number is consistent with $e^{-s}\ge1-s$, by which the Gaussian well lies nowhere above its parabola and each of its levels lies no higher.

The frozen internal state can be examined for the same numbers. In a well 8.0 nm thick, with relative permittivity 10 and a Coulomb attraction softened by the rms vertical separation of 2.05 nm, the model exciton is bound by 16.5 meV. Its first internal excitation with one unit of angular momentum costs 12.6 meV, nearly six times $\hbar\omega$. Its rms in-plane electron–hole distance is 8.6 nm, however, which is comparable with $l$, so the exciton is not a point. Averaging the Gaussian potential over this internal motion multiplies the curvature by 0.969. The spacing varies as the square root of the curvature and falls by 1.6%.

The coupling $\kappa\mathbf R\cdot\boldsymbol\rho$ acts as a force on the relative coordinate. If a force $F$ lowers the internal energy by $\alpha F^2/2$, the centre of mass acquires the extra potential $-\alpha\kappa^2R^2/2$, and

$$U''\to U''-\alpha\kappa^2.$$

With 70% of the depth in the conduction band, $\kappa=0.01875\,(0.70\times\tfrac23-0.30\times\tfrac13)=0.0069\ \text{meV/nm}^2$. The calculated polarizability is $\alpha=5.18\ \text{nm}^2/\text{meV}$, and the spacing falls from 2.18 to 2.17 meV. The softening understates the attraction, because $1/\sqrt{\rho^2+d^2}$ is a convex function of $d^2$, where $d$ is the vertical separation. With the attraction averaged over the wave functions of a well with infinite barriers, the exciton is smaller and its polarizability about a third lower. Finite barriers of 200 to 250 meV for the electron and 60 to 100 meV for the hole spread the wave functions and leave a reduction of only 10 to 15%. The corrections for size and polarization are therefore somewhat overstated here.

As long as the pair stays bound at the centre, piezoelectricity acts through the same polarizability, and it can act more strongly. In a zincblende film grown along a cube axis, with $x$ and $y$ along the other two, the shear strains $\varepsilon_{yz}$ and $\varepsilon_{xz}$ produce polarizations along $x$ and $y$ respectively. Under a round stressor these strains grow near the centre as $y$ and $x$, and $\varepsilon_{xy}$ adds a polarization along $z$ that grows as $xy$. The field is set by the divergence of the whole polarization and not by its local value, but symmetry makes the potential vary as $xy$ near the centre, so the force on the relative coordinate has the form $g(y,x)$. Together with $\kappa(x,y)$ it is $(\kappa+g)$ times the displacement along one diagonal and $(\kappa-g)$ times it along the other. The two curvatures become

$$U''_\pm=U''-\alpha(\kappa\pm g)^2 .$$

If neither $\kappa$ nor $g$ is zero, these differ: the dot is no longer round for the exciton, and the first excited pair splits.

For an order-of-magnitude estimate, let hydrostatic strain alone supply the depth. With a gap deformation potential of magnitude 3.5 eV, the central dilatation is $0.015/3.5=0.43\%$. Take the engineering shear strain as this dilatation times $r/w$, a piezoelectric coefficient of $0.03\ \text{C/m}^2$, and no reduction of the field by geometry. The field at $r=w$ is then 14.5 kV/cm and $g=0.036\ \text{meV/nm}^2$. Linear response then gives spacings of 1.52 and 1.90 meV, lower than the parabolic value by 30% and 13%. In this estimate the effect exceeds anharmonicity. The geometry of the strain and a lower polarizability can make it several times smaller, however, and linear response fails at the full strength. Up to half this $g$ it reproduces the spacings of the central pair in the quadratic potentials to about 0.01 meV, but at the full value the central states mix strongly with separated pairs. The numbers are therefore not a prediction for the dot. The piezoelectric potential energies of the two particles are $gxy$ with opposite signs, and here $g$ exceeds both $k_e=0.0131$ and $k_h=0.0056\ \text{meV/nm}^2$. Each particle alone therefore sees a saddle at the centre and is drawn outwards, the electron along one diagonal and the hole along the other. Only their attraction holds the pair at the centre. If the field keeps growing far enough outwards, a separated pair has the lower energy, and the central exciton is at best metastable. The ladder found above, with a first spacing of about 2 meV, thus applies only to a dot whose piezoelectric field is much weaker than this estimate.

These material values are rough typical ones for CdTe, while the depth and radius are chosen for a shallow stressor-induced dot. Besides the piezoelectric field, a real well departs from the model through its thickness. Making this well thinner by one monolayer, 0.32 nm, raises the electron energy by 5.0 meV if the barriers are taken as infinite, which overstates the electron's shift. A uniform change of thickness moves all the levels nearly together, but a step crossing the dot adds a potential that is neither smooth nor radial. With barriers of 200 to 300 meV and the same mass in the barrier, the electron's shift is about 2 meV, which is still comparable with the spacing. The ladder therefore requires that no such step crosses the occupied region, a few times $l$ wide. The piezoelectric field must also be too weak to shift or split the levels appreciably, which in linear response means $\alpha(|\kappa|+|g|)^2\ll U''$. This condition concerns only the centre. In addition, no separated pair further out may have a lower energy, and that depends on the field over the whole dot and its surroundings. Roughness on a scale much finer than the exciton is largely averaged out and does less harm. Light-hole mixing beyond the local band edge, warping of the hole mass and exchange have not been estimated.

Temperature decides how many levels are occupied. With $q=e^{-\hbar\omega/k_BT}$ the parabolic ladder has the partition sum $\sum_n(n+1)q^n=(1-q)^{-2}$, apart from a common factor, so the ground state holds the fraction $(1-q)^2$ in thermal equilibrium. At 10 K, where $k_BT=0.86$ meV, this is 0.85, while the more closely spaced levels of the full Gaussian give about 0.81. The thermal energy equals the spacing at 25 K. The remaining values, including all six lowest levels in the three treatments, are in the numerical output.

## Computed results

```
electron, hole, total mass: 0.10, 0.20, 0.30 m0
relative permittivity: 10.0
dot depth V0: 15.0 meV
dot radius parameter w: 40.0 nm
conduction-band share of depth: 0.70
deformation potential magnitude: 3.5 eV
dilatation giving this depth: 0.43 %
hbar^2/m: 254.0 meV nm^2
curvature U'': 0.01875 meV/nm^2
fourth derivative U'''': -7.031e-05 meV/nm^4
parabolic spacing: 2.182 meV
same as frequency: 0.528 THz
oscillator length l: 10.79 nm
scaling parameter eta: 0.1029
quartic shift per unit bracket: -0.01984 meV
levels in meV: n, |L|, parabolic, with quartic, full Gaussian
  0 0 -12.818 -12.897 -12.898
  1 1 -10.635 -10.874 -10.879
  1 1 -10.635 -10.874 -10.879
  2 0 -8.453 -9.009 -9.029
  2 2 -8.453 -8.929 -8.947
  2 2 -8.453 -8.929 -8.947
full first spacing: 2.019 meV
change from parabola: -7.5 %
bound orbital states, 300 nm disc: 48
ring test, eta: 0.02
ring radial gap / hbar omega: 0.989
ring rotor gap / (hbar^2/2 m r0^2): 1.022
ring rotor gap / radial gap: 0.00365
quantum-well thickness: 8.0 nm
rms vertical electron-hole distance: 2.05 nm
exciton binding energy in model: 16.51 meV
first internal excitation, L=1: 12.63 meV
rms in-plane electron-hole distance: 8.60 nm
internal polarizability alpha: 5.183 nm^2/meV
curvature factor from exciton size: 0.9691
coupling kappa: 0.00687 meV/nm^2
spacing with internal polarization: 2.168 meV
piezoelectric coefficient: 0.03 C/m^2
piezo field estimate at r = w: 14.52 kV/cm
piezo force gradient g: 0.03630 meV/nm^2
spacings with piezo: 1.519, 1.903 meV
temperature: 10.0 K
thermal energy: 0.862 meV
ground-state share, parabolic ladder: 0.847
temperature where kT = spacing: 25.3 K
monolayer thickness: 0.32 nm
electron shift, one monolayer thinner: 5.00 meV
```
